# Conservative moving-mesh scheme for multicomponent alloy depletion beneath an oxide scale

**Result.** A planar alloy occupies \(s(t)<z<L\), where \(s\) is the depth of metal consumed by oxidation and \(z=L\) is a symmetry plane. The vector \(x\) holds the mole fractions of all elements but one, the solvent. Divide the remaining metal into cells whose faces sit at fixed fractions \(g\) of its thickness, and let \(\tau=\sqrt t\). For parabolic oxidation, \(s=\sqrt{2k_ct}\), each cell of width \(h_j\) obeys

\[
\frac{d(h_jx_j)}{d\tau}=G_{j+1/2}-G_{j-1/2},\qquad
G=s_\tau(1-g)\,x+2\tau D\,\frac{\partial x}{\partial z},
\]

with \(s_\tau=ds/d\tau=\sqrt{2k_c}\), \(G=r\,s_\tau\) at the scale and \(G=0\) at the symmetry plane. Here \(D\) is the interdiffusion matrix and \(r_i\) is the share of element \(i\) among the oxidized atoms. One backward Euler step followed by BDF2 steps keeps every element inventory to rounding error. In a thick binary alloy with constant \(D\), the solution converges to

\[
x_s=\frac{x_0-Fr}{1-F},\qquad F=\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erfc}\lambda,\qquad \lambda=\sqrt{\frac{k_c}{2D}},
\]

where \(x_0\) is the initial and \(x_s\) the interface mole fraction. This formula does not need a dilute alloy. Diluteness justifies a constant \(D\), and for \(r=1\) it reduces the formula to \(x_s\simeq x_0-\sqrt\pi\lambda\).

## Recession and interdiffusion

All elements are given the same constant molar volume \(V_m\). If chromium alone oxidizes, to Cr₂O₃ of molar volume \(V_{ox}\), a scale of thickness \(X\) holds \(2X/V_{ox}\) moles of Cr per unit area. The metal has lost that many atoms, hence the volume \(s\) per unit area:

\[
s=\frac{2V_m}{V_{ox}}X,\qquad X^2=2k_pt
\quad\Rightarrow\quad k_c=k_p\left(\frac{2V_m}{V_{ox}}\right)^2 .
\]

The consumed layer also contained other elements. Their atoms are not lost; they are pushed into the remaining metal.

Let \(\phi_i=V_mJ_i\) be the flux toward increasing \(z\), multiplied by \(V_m\). With equal molar volumes and no flux through the symmetry plane, the fluxes of all elements sum to zero everywhere. In an ideal solution, neglecting vacancy-wind corrections, the flux relative to the crystal lattice is \(-D_k\,\partial_zx_k\), with \(D_k\) the tracer diffusivity. These fluxes do not sum to zero, so the lattice drifts. Subtracting \(x_i\) times their sum gives

\[
\phi_i=-D_i\,\partial_zx_i+x_i\sum_{k=1}^{n+1}D_k\,\partial_zx_k .
\]

Element \(n+1\) is the solvent, with tracer diffusivity \(D_{sol}\) and \(\partial_zx_{n+1}=-\sum_{j\le n}\partial_zx_j\). Eliminating it,

\[
\phi_i=-\sum_{j=1}^nD_{ij}\,\partial_zx_j,\qquad
D_{ij}=D_i\delta_{ij}-x_i(D_j-D_{sol}).
\]

The off-diagonal terms vanish with \(x_i\), so a gradient of one element cannot drive out another that is absent.

## Balance at the interface

The inventory of the metal, in units of length, changes because its boundary moves and because atoms diffuse. With \(\partial_tx=-\partial_z\phi\) and \(\phi(L)=0\),

\[
\frac{d}{dt}\int_s^Lx\,dz=-x_s\dot s-\int_s^L\partial_z\phi\,dz=-x_s\dot s+\phi(s).
\]

Oxidation removes \(r\dot s\), so the left side equals \(-r\dot s\). Therefore \(\phi(s)=(x_s-r)\dot s\), or

\[
D\,\partial_zx\big|_s=(r-x_s)\dot s .
\]

For chromium \(r=1\), and its mole fraction rises into the metal. For an element that does not oxidize \(r=0\); with a diagonal \(D\) its mole fraction falls into the metal, so it is enriched at the interface.

## Similarity solutions

For one independent element, constant \(D\) and \(L\to\infty\), take

\[
x=x_0-A\operatorname{erfc}\frac{z}{2\sqrt{Dt}} .
\]

This solves the diffusion equation and tends to \(x_0\) far from the scale. Since \(s=\sqrt{2k_ct}=2\lambda\sqrt{Dt}\), the error function has the constant argument \(\lambda\) at the interface. There

\[
\partial_zx=\frac{Ae^{-\lambda^2}}{\sqrt{\pi Dt}},\qquad \dot s=\lambda\sqrt{\frac Dt}.
\]

The interface balance becomes

\[
\frac{D A e^{-\lambda^2}}{\sqrt{\pi Dt}}=(r-x_s)\lambda\sqrt{\frac Dt}
\quad\Rightarrow\quad A=\sqrt\pi\,\lambda e^{\lambda^2}(r-x_s).
\]

Inserting this in \(x_0-x_s=A\operatorname{erfc}\lambda\) gives \(x_0-x_s=F(r-x_s)\), which rearranges to the stated result.

The denominator is safe. On \(u>\lambda\) the factor \(u/\lambda\) exceeds one, so

\[
\int_\lambda^\infty e^{-u^2}du<\int_\lambda^\infty\frac u\lambda e^{-u^2}du=\frac{e^{-\lambda^2}}{2\lambda},
\]

which means \(F<1\). The numerator is a real restriction: for \(r=1\), \(x_s\ge0\) requires \(F\le x_0\). Beyond this the alloy cannot supply the imposed parabolic law.

**Dilute limit.** Let \(r=1\) and let \(\lambda\) be of order \(x_0\). Then \(F=\sqrt\pi\lambda-2\lambda^2+\dots\), and expanding \(1/(1-F)\) gives

\[
x_s=x_0-\sqrt\pi\lambda+2\lambda^2+\sqrt\pi\lambda(x_0-\sqrt\pi\lambda)+O(x_0^3).
\]

The leading law thus has an error in \(x_s/x_0\) proportional to \(x_0\). The mesh solution with the composition-dependent binary \(D\) (tracer values 3 and 2 µm²/h, \(\sqrt\pi\lambda=x_0/2\)) has errors 0.01421 at \(x_0=0.04\) and 0.00705 at \(x_0=0.02\), close to the expected halving. This tests the scaling, not the coefficients: the series gives 0.0164 and 0.0082, and the variation of \(D=3-x\) µm²/h lowers \(x_s/x_0\) by a further term proportional to \(x_0\).

**Several elements.** For constant \(D=P\,\mathrm{diag}(d_m)P^{-1}\) with positive \(d_m\), put \(w=P^{-1}x\) and \(\rho=P^{-1}r\). Multiplying the diffusion equation and the interface balance by \(P^{-1}\) separates them, and each mode obeys the binary formula with its own \(\lambda_m=\sqrt{k_c/2d_m}\).

**Variable \(D\).** The semi-infinite problem still depends on \(y=z/\sqrt t\) alone. Since \(\partial_tx=-(y/2t)x'\) and \(\partial_zx=x'/\sqrt t\), the diffusion equation becomes \(-(y/2)x'=(Dx')'\). With \(q=Dx'\),

\[
x'=D^{-1}q,\qquad q'=-\frac y2D^{-1}q,\qquad
q(y_s)=\frac{y_s}{2}(r-x_s),\quad y_s=\sqrt{2k_c}.
\]

The last condition uses \(\dot s=y_s/(2\sqrt t)\). One adjusts \(x_s\) until \(x\to x_0\) at large \(y\). This gives a reference that uses neither the mesh nor the time stepping.

## Discretization

Set \(z=s+(L-s)g\), with fixed faces \(0=g_0<\dots<g_M=1\). A face moves at \(v=\dot s(1-g)\), and \(h_j=(L-s)\Delta g_j\). A moving face sweeps material into the cell on its left, so

\[
\frac{d}{dt}(h_jx_j)=\big[vx-\phi\big]_{j-1/2}^{j+1/2}.
\]

Multiplying by \(dt/d\tau=2\tau\) and using \(2\tau\dot s=s_\tau\) gives the opening equation. At the scale

\[
G=s_\tau x_s+2\tau(r-x_s)\dot s=r\,s_\tau .
\]

The unknown \(x_s\) cancels, so the oxidation loss enters as a known number. The variable \(\tau\) also removes the infinite initial speed \(\dot s\propto t^{-1/2}\).

At an interior face with neighbouring cell centres \(g^c_j\) and \(g^c_{j+1}\), interpolate linearly:

\[
x_f=\omega x_j+(1-\omega)x_{j+1},\qquad
\omega=\frac{g^c_{j+1}-g_f}{g^c_{j+1}-g^c_j}.
\]

With \(a=s_\tau(1-g_f)\) and \(C=2\tau D_f/[(L-s)(g^c_{j+1}-g^c_j)]\), the face term is

\[
G_f=A_fx_j+B_fx_{j+1},\quad A_f=\omega aI-C,\quad B_f=(1-\omega)aI+C .
\]

The matrix \(D_f\) is evaluated at the extrapolated composition \(2x^{k-1}-x^{k-2}\), so each step needs one linear solve. The faces \(g=(e^{\beta\xi}-1)/(e^\beta-1)\), with \(\xi\) uniform on \([0,1]\), concentrate cells near the scale.

**Conservation.** Let \(I_k=\sum_jh_jx_j\) after step \(k\), and \(\delta_k=I_k-I_{k-1}\). Interior faces cancel in the sum. BDF2 then gives

\[
\tfrac32I_k-2I_{k-1}+\tfrac12I_{k-2}
=\tfrac32\delta_k-\tfrac12\delta_{k-1}=-\Delta\tau\,s_\tau r .
\]

Backward Euler gives \(\delta_1=-\Delta\tau\,s_\tau r\). If \(\delta_{k-1}\) has this value, so has \(\delta_k\). The metal therefore loses \(r\,s\) after every step. The solvent follows, because the total thickness is also exact.

The same argument covers a uniform alloy oxidized in its own proportions, \(r=x_0\). Then \(G_{j+1/2}-G_{j-1/2}=-s_\tau\Delta g_jx_0\), which is the rate of change of \(h_jx_0\), so no false gradient appears. In the test the deviation was \(1.3\times10^{-14}\) in mole fraction.

Both arguments use the linearity of \(s\) in \(\tau\). For another recession law, \(s\) should be advanced by the same Euler and BDF2 formulas. Then \(I+rs\) obeys the homogeneous recurrence and stays constant.

**Interface composition.** A one-sided difference over half the first cell gives \(D(x_1-x_s)/(h_1/2)=(r-x_s)\dot s\). With \(b=h_1\dot s/2\),

\[
(D-bI)x_s=Dx_1-br .
\]

Three passes update \(D\) at \(x_s\). This value is a diagnostic and does not feed back into the march.

## Pseudocode

```
choose faces g; x = x0 in every cell; N = L*dg*x
for k = 1..K:
    tau = k*dtau;  s = s_tau*tau;  h = (L-s)*dg
    xe = x if k==1 else 2*x - x_previous
    form D, A, B at interior faces from xe
    if k==1: c = 1;    rhs = N
    else:    c = 3/2;  rhs = 2*N - N_previous/2
    rhs[first] -= dtau*s_tau*r
    block row j:
        diagonal = c*h[j]*I - dtau*A[right] + dtau*B[left]
        upper    = -dtau*B[right]
        lower    =  dtau*A[left]
        (omit faces that do not exist)
    solve for the new x; shift histories; N = h*x
    reconstruct xs; check inventories; stop if xs is inadmissible
```

## Cost, stability and accuracy

For \(n\) independent elements and \(M\) cells the matrix is block tridiagonal. A step costs \(O(Mn^3)\) operations and \(O(Mn^2)\) storage, and \(K\) steps cost \(O(KMn^3)\).

Backward Euler and BDF2 are stable for constant-coefficient diffusion at any step size. Here the coefficients vary and \(D\) is extrapolated, so that fact is guidance and not a proof. Nor does the scheme guarantee positive mole fractions. For a single element and a backward Euler step, the off-diagonal entries have the sign needed for positivity if \(A_f\le0\), that is

\[
\omega v\,\Delta z\le D,
\]

where \(\Delta z\) is the distance between cell centres. The condition is hardest at the first step, where \(v\) is largest. Even then, the oxidation loss must not exceed what the first cell holds and receives. BDF2 has a negative history weight and lacks this protection.

The reconstruction needs \(b\) well below the smallest eigenvalue of \(D\). The matrix \(D-bI\) is singular when \(b\) equals an eigenvalue, and for larger \(b\) the half-cell difference is too coarse to be trusted.

The binary convergence test used \(x_0=0.02\), \(D=3\) µm²/h, \(\lambda=0.005642\), \(L=200\) µm and 100 h. With 40, 80 and 160 cells and 100, 200 and 400 steps, the largest profile errors relative to \(x_0\) were \(5.3\times10^{-4}\), \(1.3\times10^{-4}\) and \(3.3\times10^{-5}\). The last pair gives order 2.00. The finest mesh and the formula both give \(x_s=0.010164\).

A closed inventory alone does not validate the diffusion calculation. The boundary loss is imposed, so the sum closes even if \(D\) is wrong. The similarity comparison tests what the inventory cannot see.

## A thin Ni-Cr-Fe foil

A 100 µm foil of Ni-17Cr-8Fe (at.%) oxidizes on both sides at 1273 K, so \(L=50\) µm. Rough tracer diffusivities are 3, 4 and 2 µm²/h for Cr, Fe and Ni, and \(k_p=0.1\) µm²/h, or \(2.8\times10^{-13}\) cm²/s. The molar volumes \(V_m=6.738\) and \(V_{ox}=29.12\) cm³/mol give \(X/s=29.12/(2\times6.738)=2.161\) and \(k_c=0.1/2.161^2\simeq0.0214\) µm²/h.

**Before the mid-plane matters.** At the initial composition \(D_{CrCr}=3-0.17(3-2)=2.83\) µm²/h. Ignoring off-diagonal terms, \(\lambda=\sqrt{0.0214/5.66}\simeq0.0615\) and \(F\simeq0.102\), so

\[
x_{Cr,s}\simeq\frac{0.17-0.102}{1-0.102}\simeq0.076 .
\]

The full constant matrix gives 7.62 at.%, and the composition-dependent matrix 7.71 at.%. For the latter, mesh and shooting profiles differ by at most \(6.9\times10^{-6}\) in mole fraction over the compared range (\(L=200\) µm, 100 h, 160 cells, 400 steps).

Iron is enriched from 8 to 8.775 at.% with the diagonal matrix, and to 8.666 at.% with the full constant one. The difference has a clear sign: \(D_{FeCr}=-0.08\) µm²/h, so the rising Cr profile drives iron into the metal and weakens its accumulation.

**The finite foil.** With 100 cells and 800 steps:

| \(t\) (h) | \(s\) (µm) | Interface Cr (at.%) | Mid-plane Cr (at.%) |
|---:|---:|---:|---:|
| 10 | 0.655 | 7.71 | 17.00 |
| 90 | 1.96 | 7.71 | 16.44 |
| 250 | 3.27 | 7.49 | 13.23 |
| 640 | 5.24 | 5.25 | 8.34 |
| 1000 | 6.55 | 2.92 | 5.30 |

The mid-plane is already depleted at 90 h while the interface still holds its semi-infinite value. Interface Cr falls 1% below that value, in relative terms, at about 194 h.

At 1000 h the scale is 14.14 µm thick and holds \(2X/V_{ox}=97.14\) µmol/cm² of Cr. The metal retains 29.00, and the sum is the initial 126.14 µmol/cm² per side. Iron and nickel keep their initial amounts. The largest inventory error during the run, relative to the total initial content, was \(6.7\times10^{-15}\).

**A late-time estimate.** Let \(\ell=L-s\). Once the profile relaxes faster than the mean composition changes, \(\partial_tx\) becomes roughly uniform and the profile approaches a parabola with zero slope at the mid-plane. Its interface slope is \(S=(1-x_s)\dot s/D\). With \(\zeta=z-s\),

\[
x=x_s+S\zeta-\frac{S\zeta^2}{2\ell},\qquad
\bar x=x_s+\frac{S\ell}{2}-\frac{S\ell}{6}=x_s+\frac{S\ell}{3}.
\]

At 640 h, \(\ell=44.76\) µm and \(\bar x=(8.5-5.24)/44.76=0.073\). With \(\dot s=s/2t=0.0041\) µm/h and \(D\simeq2.93\) µm²/h, \(S\ell/3\simeq0.020\). The estimate \(x_s\simeq0.053\) agrees with the computed 5.25 at.%.

**Time to a chosen level.** Interface Cr reaches 5 at.% at about 678 h, or 28 days. Halving both cells and steps changes this by 0.2 h. The level is a design mark, not a measured limit of scale stability.

If Cr rises monotonically inward, its mean cannot be below its interface value. Setting the mean \((Lx_0-s)/(L-s)\) equal to the level \(x_c\) therefore gives an upper bound:

\[
s=\frac{L(x_0-x_c)}{1-x_c}=\frac{50\times0.12}{0.95}=6.32\ \text{µm},\qquad
t=\frac{s^2}{2k_c}\simeq931\ \text{h}.
\]

With all diffusivities raised a hundredfold, the mesh gives 929 h.

## Limits and failure modes

The transport data are rough. The following changes to the 678 h result keep all other physical inputs fixed; these runs use 400 time steps instead of 800.

- **Temperature.** A rise of 10 K, with rough activation energies of 280 kJ/mol for diffusion and 250 kJ/mol for scale growth, gives 570 h.
- **Non-ideality.** Multiplying all diffusivities by a thermodynamic factor of 1.5 gives 774 h. A real ternary alloy needs a matrix of such factors.
- **Grain boundaries.** For cubic grains of size 50 µm and boundaries 0.5 nm wide, walls parallel to the flux occupy a fraction \(2\times0.0005/50=2\times10^{-5}\) of the area. Boundary-to-lattice diffusivity ratios of \(10^4\) and \(10^5\) multiply \(D\) by 1.2 and 3.0, giving 728 and 856 h. This averaging assumes ready exchange between boundaries and grains. That is not assured here, since \(\sqrt{Dt}\simeq45\) µm is close to the grain size. The two times are upper estimates: the surface above a grain centre, 25 µm from the nearest wall, gains less.
- **Molar volume.** Using that of pure Cr, 7.232 cm³/mol, for the whole alloy gives 543 h. This is a sensitivity, not a correction: it also lowers the number of atoms in the foil by 7%. Unequal volumes alone would leave the perfect-mixing composition unchanged, because that depends on atom counts.
- **Evaporation.** At a rough 0.0005 µm of oxide per hour, the loss by 678 h is 0.34 µm against a scale of 11.6 µm. Chromium use rises by at most 2.9%. With \(\dot X=k_p/X-k_v\) the retained scale is thinner by \(\tfrac23k_vt\) to first order, so the extra use is \(k_vt/3\), about 1%. The rate \(k_v\) depends on gas flow and humidity, and one ten times larger is not a small correction.

Transient nickel oxide, internal oxidation, voids and spallation are not sized. Spallation breaks the assumed single parabolic law, because exposed metal starts a new thin scale.

The scheme itself does not know when the parabolic law has become impossible. It keeps removing Cr at the imposed rate and can drive \(x_s\) below zero while the inventory still closes. The run must stop when \(x_s\) reaches its lowest admissible value. To continue with diffusion-limited supply, hold \(x_{Cr,s}\) at that value and make the recession speed unknown:

\[
\dot s=\frac{\sum_jD_{Cr,j}\,\partial_zx_j|_s}{1-x_{Cr,s}} .
\]

Then \(s\) is no longer linear in \(\tau\) and must be advanced with the compositions, as described under conservation. The remaining values are in the numerical output.

## Calculated quantities

```
Ni-17Cr-8Fe foil, rough inputs
temperature 1273 K; half-thickness 50 um
initial Cr 17.0, Fe 8.0 at.%
tracer D Cr, Fe, Ni: 3.0 4.0 2.0 um2/h
k_p 0.100 um2/h = 2.78e-13 cm2/s
V_m 6.738, V_ox 29.12 cm3/mol
scale thickness / recession 2.161
k_c 0.02142 um2/h
D matrix at x_0: 2.830 -0.340 -0.080 3.840 um2/h
binary test: x_0 0.020, D 3.0 um2/h, lambda 0.005642
binary x_s: mesh 0.010164, formula 0.010164
profile error/x_0, 40/80/160 cells: 5.3e-04 1.3e-04 3.3e-05
observed order 2.00
dilute-law error in x_s/x_0: 0.01421 at x_0=0.04
dilute-law error in x_s/x_0: 0.00705 at x_0=0.02
constant-matrix ternary profile error 6.3e-06
nonlinear ternary profile error 6.9e-06
semi-infinite interface Cr, Fe in at.%:
  D(x), shooting: 7.709, 8.662
  D(x), moving mesh: 7.708, 8.662
  constant matrix: 7.621, 8.666
  diagonal matrix: 7.586, 8.775
uniform-state error 1.3e-14
t (h), X (um), s (um), interface Cr, Fe, mid-plane Cr (at.%):
  10, 1.41, 0.655, 7.71, 8.66, 17.00
  90, 4.24, 1.964, 7.71, 8.66, 16.44
  250, 7.07, 3.273, 7.49, 8.73, 13.23
  640, 11.31, 5.237, 5.25, 9.03, 8.34
  1000, 14.14, 6.546, 2.92, 9.28, 5.30
per side at end, umol/cm2: initial, metal, scale
  Cr: 126.143, 29.002, 97.141
  Fe: 59.361, 59.361, 0.000
  Ni: 556.514, 556.514, 0.000
largest inventory error / total 6.7e-15
interface Cr 1% below semi-infinite value at 194 h
interface Cr reaches 5 at.% at 677.7 h = 28.2 days
same with half the cells and steps 677.5 h
perfect-mixing bound 931.0 h; mesh with 100 D 928.8 h
time to the same level with a neglected effect put in:
  thermodynamic factor 1.5: 774 h
  boundary/lattice D 1e+04, 50 um grains (D x 1.2): 728 h
  boundary/lattice D 1e+05, 50 um grains (D x 3.0): 856 h
  molar volume of Cr, 7.232 cm3/mol: 543 h
  10 K hotter (E 280 for D, 250 kJ/mol for k_p): 570 h
  evaporation 5e-04 um/h: at most 2.9 % more Cr used
```
